\section*{Extrapolating Arrhenius Life of Copper Interconnects from Stress to Use Temperature}

\section{Problem}

A copper interconnect is tested at a metal temperature of $300\,^\circ$C and used at $105\,^\circ$C. It fails by electromigration: the electron current drives copper atoms along the line until a void forms and grows. Take the activation energy to be $E=0.9$ eV. Show that lowering the temperature extends the Arrhenius life by about 12,000 times. In the test, half of the lines fail within 100 h. The logarithm of life is normally distributed, with standard deviation 0.4 at both temperatures. Find the median life in use and the time by which 0.1\% of the lines fail.

The current density and the failure criterion are the same at both temperatures. One thermally activated process does the damage, and its prefactor does not depend on temperature. The life $t$ then obeys
\begin{equation}
t(T)=C\,e^{E/kT},
\label{eq:life}
\end{equation}
where $T$ is the absolute temperature of the metal, $k$ is Boltzmann's constant and $C$ is a constant. The subscripts $s$ and $u$ denote stress (the test) and use:
\[
T_s=573.15\ \mathrm{K},\qquad T_u=378.15\ \mathrm{K},\qquad
\frac{E}{k}=\frac{0.9\ \mathrm{eV}}{8.617333\times10^{-5}\ \mathrm{eV/K}}=10444.1\ \mathrm{K}.
\]

\section{A tempting solution}

Take the logarithm of \eqref{eq:life} and differentiate:
\begin{equation}
\ln t=\ln C+\frac{E}{kT},\qquad
\frac{d\ln t}{dT}=-\frac{E}{kT^2}.
\label{eq:slope}
\end{equation}
At the test temperature the slope has the magnitude
\[
\frac{E}{kT_s^2}=\frac{10444.1\ \mathrm{K}}{(573.15\ \mathrm{K})^2}=0.0318\ \mathrm{K^{-1}},
\]
so each kelvin of cooling lengthens life by about 3.2\%. The cooling is $573.15-378.15=195$ K. The logarithm of life therefore rises by $0.0318\times195=6.20$, and life grows by $e^{6.20}\approx490$ times.

This answer has the right units and the right sign, and it even compounds the percentage gains properly. It is nevertheless about 24 times too small.

\section{Where it fails}

The derivative in \eqref{eq:slope} is correct, but it belongs to one temperature. The solution used its value at $T_s$ over the whole interval, although the slope grows as $1/T^2$ on cooling. At the use temperature it is
\[
\frac{E}{kT_u^2}=\frac{10444.1\ \mathrm{K}}{(378.15\ \mathrm{K})^2}=0.0730\ \mathrm{K^{-1}},
\]
more than twice its value in the test. The slope must be integrated:
\begin{align}
\ln\frac{t_u}{t_s}
&=\int_{T_s}^{T_u}\left(-\frac{E}{kT^2}\right)dT
=\left[\frac{E}{kT}\right]_{T_s}^{T_u}\nonumber\\
&=\frac{E}{k}\left(\frac1{T_u}-\frac1{T_s}\right)
=\frac{E}{k}\,\frac{T_s-T_u}{T_sT_u}.
\label{eq:exponent}
\end{align}
The tempting solution has $T_s^2$ where \eqref{eq:exponent} has $T_sT_u$. Its exponent is thus too small by the factor $T_u/T_s=0.66$, and exponentiation turns this moderate error into a large one.

The shortcut is sound for a small step. The part of the exponent that it misses is
\[
\frac{E(T_s-T_u)}{k}\left(\frac1{T_sT_u}-\frac1{T_s^2}\right)
=\frac{E(T_s-T_u)^2}{kT_s^2T_u},
\]
which must be much less than 1. For a step of 20 K down from $300\,^\circ$C it is 0.023, an error of about 2\% in life. For the present step it is 3.197, and $e^{3.197}\approx24$.

\section{The right solution}

\subsection{Why life has the Arrhenius form}

Consider an atom of mass $m$ moving along $x$ in a periodic potential with period $a$ and barrier $E$:
\[
V(x)=\frac E2\left(1-\cos\frac{2\pi x}{a}\right).
\]
Assume classical thermal equilibrium within the well, and count each crossing of the barrier top as a completed hop. The probability density at the top, relative to the population of one well, is
\[
p_{\rm top}=\frac{e^{-E/kT}}{\displaystyle\int_{-a/2}^{a/2}e^{-V(x)/kT}dx}.
\]
The Maxwell distribution gives the contribution of atoms moving to the right:
\[
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}}.
\]
The hop rate to the right, $R$, is the product of these two quantities.

When $kT\ll E$, the atom stays near the bottom, where $1-\cos\theta\approx\theta^2/2$ and hence $V\approx E\pi^2x^2/a^2$. The limits of the integral may then be moved to infinity:
\[
\int_{-\infty}^{\infty}e^{-E\pi^2x^2/(a^2kT)}dx=a\sqrt{\frac{kT}{\pi E}}.
\]
The rate becomes
\begin{equation}
R\approx\sqrt{\frac{kT}{2\pi m}}\;\frac1a\sqrt{\frac{\pi E}{kT}}\;e^{-E/kT}
=\nu e^{-E/kT},\qquad \nu=\frac1a\sqrt{\frac{E}{2m}}.
\label{eq:hop}
\end{equation}
The two factors of $\sqrt{kT}$ cancel, which leaves a constant prefactor. If failure requires a fixed number $N$ of such hops, then $Rt=N$ and $t=(N/\nu)e^{E/kT}$. This is \eqref{eq:life} with $C=N/\nu$.

For copper with $a=0.25$ nm, $\nu=3.31\times10^{12}\ \mathrm{s^{-1}}$. Numerical integration over the full cosine well gives hop rates of $3.974\times10^4\ \mathrm{s^{-1}}$ at stress and $3.316\ \mathrm{s^{-1}}$ at use. Their ratio, 11,986, does not rely on the harmonic approximation in \eqref{eq:hop}.

\subsection{The life factor}

Dividing \eqref{eq:life} at $T_u$ by the same equation at $T_s$ removes $C$:
\begin{equation}
A\equiv\frac{t_u}{t_s}
=\exp\left[\frac Ek\left(\frac1{T_u}-\frac1{T_s}\right)\right].
\label{eq:A}
\end{equation}
The reciprocal temperatures are
\[
\frac1{T_u}=2.644453\times10^{-3}\ \mathrm{K^{-1}},\qquad
\frac1{T_s}=1.744744\times10^{-3}\ \mathrm{K^{-1}},
\]
and their difference is $8.99709\times10^{-4}\ \mathrm{K^{-1}}$. Therefore
\[
\ln A=10444.1\times8.99709\times10^{-4}=9.3966,\qquad
A=e^{9.3966}=12048\approx12{,}000,
\]
as was to be shown. The ratio from the full cosine well is 0.5\% lower. Equation \eqref{eq:A} also gives $A=1$ if the temperatures are equal, as it must.

\subsection{Median life and early failures}

The median life in use is $100\ \mathrm h\times12048=1.205\times10^6$ h, or 137 years.

For the early failures a distribution is needed. Let $\ln t$ be normal with standard deviation $s=0.4$ at both temperatures. The time $t_p$ by which a fraction $p$ has failed is
\begin{equation}
t_p=t_{50}\,e^{z_ps},
\label{eq:quantile}
\end{equation}
where $t_{50}$ is the median and $z_p$ is the standard normal quantile. For $p=0.1\%$, $z_p=-3.090$, so in the test
\[
t_{0.1\%}=100\ \mathrm h\times e^{-3.090\times0.4}=29.1\ \mathrm h.
\]
With $s$ unchanged, $A$ multiplies every quantile, and the time in use is 39.9 years. This is a statement about single lines. A circuit with $M$ independent lines that fails with its first line has failure probability $1-(1-p)^M$, which is about $Mp$ while $Mp\ll1$. The circuit can therefore fail much earlier than its typical line.

\section{How far the factor can be trusted}

The following corrections are separate sensitivities. They are not to be multiplied together, since some describe alternative failure processes.

\paragraph{Barrier and metal temperature.}
An error $\delta E$ multiplies $A$ by $\exp[(\delta E/k)(1/T_u-1/T_s)]$. With the test life held fixed, an error of 0.05 eV either way gives $A=7148$ or $A=20306$. The number 12,000 therefore deserves two digits only if the barrier is known much better than this.

The current also heats the line above its surroundings. If the quoted temperatures are those of the surroundings and the metal is 5 K hotter in both cases, $A$ falls to 9836, or by 18\%. The rise is held equal here for simplicity. At equal current density it scales roughly with the resistivity, so 5 K in the test would mean about 3.6 K in use, $A\approx10{,}850$ and a loss of 10\%. A single narrow line at 1 MA/cm$^2$ heats itself by well under 1 K, so a rise of 5 K implies higher currents, wide lines or heat from neighbours. The loss arises because the same 5 K matters more at the lower temperature.

\paragraph{Void growth.}
Hops in both directions nearly cancel, and the net drift comes from the electron wind. Its force on an atom has magnitude $F=Ze\rho j$, where $Z$ is the magnitude of the effective charge number, $e$ the elementary charge, $\rho$ the resistivity and $j$ the current density. Take $Z$ first to be the same at both temperatures. The force lowers the forward barrier by $Fa/2$ and raises the backward one equally, so the drift speed is
\begin{equation}
v=aR\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)
\approx aR\,\frac{Fa}{kT}=\frac{DF}{kT},\qquad D=Ra^2.
\label{eq:drift}
\end{equation}
Here $D$ is the diffusivity. With $Z=1$ and $j=1$ MA/cm$^2$, the work $Fa$ is $1.24\times10^{-7}$ eV at stress, far below $kT_s=0.049$ eV, which justifies the linear step. The displaced atoms build up a back stress that slows the drift. It is negligible only in long lines. For a 0.1 $\mu$m void, $Z=1$ and the modulus used below, the correction derived here holds for a line of 100 $\mu$m; it rises to 1.45 at 30 $\mu$m, and at 20 $\mu$m the void stops short of 0.1 $\mu$m. In a long line the time to grow a void of fixed length varies as $1/v$, hence as $T/(\rho R)$. Its ratio is
\[
A\,\frac{T_u}{T_s}\,\frac{\rho_s}{\rho_u}
=12048\times0.910\approx11{,}000,
\]
with $\rho_s=4.96$ and $\rho_u=3.60\ \mu\Omega\,$cm. With constant $Z$, the explicit $T$ and the resistivity largely compensate each other. This depends on the model of the wind. If free electrons scatter from an atom of fixed cross-section, the momentum they give it is set by $j$ alone. Then $Z$ varies as $1/\rho$, and $F$ is the same at both temperatures. The resistivity ratio drops out, and the life factor is $A\,T_u/T_s\approx7950$.

\paragraph{Void nucleation.}
If most of the life is spent building up the tension that opens a void, the correction has to be derived separately. Let $x$ run into the line from a blocked end, with the wind pushing atoms toward positive $x$. Let $\sigma$ be the tensile stress and $\Omega$ the atomic volume. A stress gradient exerts the force $\Omega\,\partial\sigma/\partial x$ on an atom, so the atomic flux is
\[
J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).
\]
Loss of atoms raises the tension through the modulus $B$ of the confined line: $\partial\sigma/\partial t=B\Omega\,\partial J/\partial x$. Since $F$ is uniform, and if $D$ is taken as independent of stress and $B$ as constant,
\[
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac{DB\Omega}{kT},
\]
and $J=0$ at the end requires $\partial\sigma/\partial x=-G$ with $G=F/\Omega$. Let $S$ be the stress rise needed for nucleation. In a line several times longer than $S/G$, the far end plays almost no part. Then $S/G$ is the one length set by the data, while $\kappa t$ is a length squared. Hence $t=c\,(S/G)^2/\kappa$ with a pure number $c$, and
\begin{equation}
\frac{t_u}{t_s}=A\,\frac{T_u}{T_s}
\left(\frac{\rho_s}{\rho_u}\right)^2
\left(\frac{S_u}{S_s}\right)^2 .
\label{eq:nucleation}
\end{equation}
For the threshold of 0.50 GPa used below and $\Omega=0.0118\ \mathrm{nm^3}$, $S/G$ with $Z=1$ is 74 $\mu$m in the test and 102 $\mu$m in use with $S$ unchanged, so \eqref{eq:nucleation} then needs lines of about 400 $\mu$m or more. This length varies as $1/Z$; for $Z=5$ it is 15 $\mu$m in the test. Shorter lines behave differently. If a line of length $L$ is blocked at both ends, its atoms are conserved and the stress rise levels off at $GL/2$. A line shorter than $2S/G$ therefore never reaches the threshold. With $Z=1$ this limit corresponds to $jL\approx15{,}000$ A/cm, above the few thousand A/cm usually measured for copper, so the lengths quoted here are too long for real lines.

In a long line with $S$ unchanged the correction is 1.256. But a line that is stress-free at $300\,^\circ$C is put under tension on cooling, because copper contracts more than silicon. For an expansion mismatch of $1.4\times10^{-5}\ \mathrm{K^{-1}}$ in each of three directions and $B=20$ GPa, the tension is
\[
3\times20\ \mathrm{GPa}\times1.4\times10^{-5}\ \mathrm{K^{-1}}\times195\ \mathrm K=0.164\ \mathrm{GPa}.
\]
A threshold of 0.50 GPa then leaves $S_u=0.336$ GPa. The correction becomes $1.256\times(0.336/0.50)^2\approx0.568$, and the life factor is about 6800. These values again take $Z$ as constant. If $F$ is constant instead, the squared resistivity ratio drops out of \eqref{eq:nucleation}, and the life factor with the same tension is about 3600. All these values take $D$ as independent of stress, although $\sigma\Omega/kT$ at the threshold is 0.75 in the test and 1.13 in use. If $D$ carries a factor $e^{\sigma\Omega/kT}$, with $E$ referred to zero stress, the value 6800 falls to about 4700.

\paragraph{A second path.}
Suppose that a path with a barrier of 0.7 eV does a fraction $f=10\%$ of the damage in the test. Cooling divides its rate by $A_2=1493$ and that of the main path by $A$. The remaining total rate, relative to its value at stress, is $(1-f)/A+f/A_2$. Life is inversely proportional to this rate, so the factor is
\[
\left(\frac{0.9}{12048}+\frac{0.1}{1493}\right)^{-1}\approx7060.
\]
The second path now does 47\% of the damage. A path that is minor in the hot test can matter in use because its lower barrier makes it slow down less.

\paragraph{Scatter of the barrier.}
Let $E$ be normally distributed from line to line, with mean 0.9 eV and standard deviation $d=0.01$ eV, independently of $C$. Let $\ln C$ be normal with standard deviation $s_0$. Then $\ln t$ is normal as well. Since $\ln t=\ln C+E/kT$, the variances add:
\[
s^2=s_0^2+\left(\frac{d}{kT}\right)^2.
\]
The spread of 0.4 in the test fixes $s_0=0.345$. At use $s$ rises to 0.462. The median still gains the factor $A$, but by \eqref{eq:quantile} the 0.1\% life falls from 39.9 to 33.0 years. Its gain over the test is about 10,000.

\section{Comparison with real interconnects}

The parameters are rough values for narrow copper lines with a dielectric cap, in which atoms move mainly along the interface with the cap. A barrier near 0.9 eV, a test near $300\,^\circ$C and a current density of order 1 MA/cm$^2$ lie in the usual regime. The test life and its spread are round choices, and the modulus, stress threshold and effective charge are rough as well; the last cancels from the long-line ratios if it is the same at both temperatures, but it sets the line length below which those ratios fail. Real tests often use a higher current than service does, which needs a separate correction for current. Real lines also break the assumption of a single known barrier. For the barrier errors and the second path considered here, the factor lies between about 7000 and 20,000. If void nucleation takes most of the life, it can be lower still. The 137 years are thus an extrapolation within the model, not a service life that anyone has observed. The numerical output lists most of the values used.

\section*{Computed values}
\begin{verbatim}
Boltzmann constant: 8.617333e-05 eV/K
Barrier: 0.90 eV
Stress temperature: 573.15 K
Use temperature: 378.15 K
1/T_stress: 1.744744e-03 1/K
1/T_use: 2.644453e-03 1/K
Reciprocal difference: 8.99709e-04 1/K
E/k: 10444.1 K
Exponent ln A: 9.3966
Life factor A: 12048
Hop length: 0.25 nm
Attempt frequency: 3.31e+12 1/s
Hop rate at stress, quadrature: 3.974e+04 1/s
Hop rate at use, quadrature: 3.316e+00 1/s
Hop-rate ratio, quadrature: 11986
Median life at stress: 100 h
Median life at use: 1.205e+06 h
Median life at use: 137 years
Log spread at stress: 0.40
Early failed fraction: 0.1 %
Normal quantile z: -3.090
Early life at stress: 29.1 h
Early life at use: 39.9 years
Barrier error: 0.05 eV
A with lower barrier: 7148
A with higher barrier: 20306
Self-heating at both temperatures: 5 K
A with self-heating: 9836
Current density: 1.0 MA/cm2
Effective charge magnitude: 1 e
Resistivity at stress: 4.96 uohm cm
Resistivity at use: 3.60 uohm cm
Wind work per hop at stress: 1.24e-07 eV
Void-growth correction: 0.910
A for void growth: 10967
Confined modulus: 20 GPa
Expansion mismatch: 1.4e-05 1/K
Nucleation threshold: 0.50 GPa
Thermal tension at use: 0.164 GPa
Nucleation correction, no tension: 1.256
Nucleation correction, with tension: 0.568
A for nucleation, with tension: 6841
Second barrier: 0.70 eV
Second-path factor A2: 1493
Second-path share at stress: 10 %
Second-path share at use: 47 %
A with two paths: 7058
Barrier scatter: 0.010 eV
Prefactor log spread s0: 0.345
Log spread at use with scatter: 0.462
Early life at use with scatter: 33.0 years
Early-life factor with scatter: 9956
\end{verbatim}
